\section*{Irreversible competition for single sites in atomic-layer deposition}

\section{Definitions and conventions}

A surface carries $N_s$ identical adsorption sites per unit area. Two gases compete for them: the precursor P, which is to be deposited, and the by-product B, which blocks a site without depositing anything. One molecule of either kind occupies one site. The coverages $\theta_P$ and $\theta_B$ are fractions of all sites, so that
\begin{equation}
\Theta=\theta_P+\theta_B,\qquad v=1-\Theta
\end{equation}
are the filled and free fractions.

The rates $r_P$ and $r_B$, in inverse seconds, are the probabilities per unit time that a free site is taken by P or by B. Their sum and the precursor's share of it are
\begin{equation}
K=r_P+r_B,\qquad \sigma=\frac{r_P}{K}.
\end{equation}

The basic model makes four assumptions. The surface starts empty. The rates are constant, which requires constant pressures and temperature. Sites do not influence one another. Adsorption is irreversible: nothing desorbs, and neither species displaces the other. The claim to be derived is that $\theta_P$ then tends to $\sigma$, and that no prolongation of the exposure lifts it above $\sigma$. It is a statement about the limit of a long exposure; at finite times the coverage is still below $\sigma$.

\section{The simplest case: one site}

Let $v(t)$ be the probability that a single site is still free at time $t$. During $dt$ a free site is lost with probability $K\,dt$, so
\begin{equation}
\frac{dv}{dt}=-Kv,\qquad v(0)=1,\qquad v(t)=e^{-Kt}.
\end{equation}
For P to take the site between $t$ and $t+dt$, the site must have survived until $t$ and P must then adsorb. The probability is $r_P v\,dt$. Summing over adsorption times up to $t$ gives the probability that the site holds P:
\begin{equation}
\int_0^t r_P e^{-Kt'}dt'=\frac{r_P}{K}\left(1-e^{-Kt}\right)
=\sigma\left(1-e^{-Kt}\right).
\label{eq:single}
\end{equation}
As $t\to\infty$ this becomes $\sigma$. The first molecule to adsorb decides the fate of the site; molecules that strike it and bounce off change nothing, and later arrivals find it closed. A longer exposure gives the precursor more attempts, but none of them can succeed on a site that B already holds.

Two limits check the expression. Without by-product, $r_B=0$ and $\sigma=1$, so the site ends with P. For $Kt\ll1$ the exponential expands to $1-Kt$, and the probability becomes $\sigma Kt=r_Pt$. At early times P adsorbs as if B were absent, because few sites have yet been lost.

\section{Many sites}

For a large number of independent sites, probabilities become coverages:
\begin{equation}
\theta_P(t)=\sigma(1-e^{-Kt}),\qquad
\theta_B(t)=(1-\sigma)(1-e^{-Kt}).
\label{eq:course}
\end{equation}
Dividing $\theta_P$ by $\Theta=1-e^{-Kt}$ gives
\begin{equation}
\frac{\theta_P}{\theta_P+\theta_B}=\sigma\qquad(t>0).
\end{equation}
The composition of the adsorbed layer is thus fixed from the start, while the amount adsorbed grows. Exposure time controls how full the surface is; the rate ratio controls what fills it.

A finite patch of $N$ sites fluctuates about this mean. After complete filling, each site independently holds P with probability $\sigma$, so the number $n$ of precursor molecules is binomial:
\begin{equation}
\Pr(n)=\binom{N}{n}\sigma^n(1-\sigma)^{N-n}.
\end{equation}
Its mean is $N\sigma$ and its variance $N\sigma(1-\sigma)$. The standard deviation of the fraction $n/N$ is therefore $\sqrt{\sigma(1-\sigma)/N}$, which vanishes for large $N$, as the coverage description requires.

\section{From pressures to rates}

The share refers to adsorption rates, so pressures must first be converted. An ideal gas has number density $n=p/k_BT$. Only molecules with velocity component $u>0$ towards the surface strike it, and the Maxwell distribution gives their flux as
\begin{align}
J&=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty u\,e^{-mu^2/2k_BT}\,du\\
&=n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\frac{p}{\sqrt{2\pi mk_BT}}.
\end{align}
Let $s_i$ be the probability that a molecule of species $i$ striking the bare surface adsorbs. The adsorption rate per unit area is $s_iJ_i$; division by $N_s$ gives the rate per site, $r_i=s_iJ_i/N_s$. In the ratio of the two rates, $N_s$ and the explicit temperature factor cancel:
\begin{equation}
\frac{r_B}{r_P}=\frac{s_B}{s_P}\,\frac{p_B}{p_P}\sqrt{\frac{m_P}{m_B}},
\qquad \sigma=\frac{1}{1+r_B/r_P}.
\label{eq:ratio}
\end{equation}
Temperature can still enter through $s_P$ and $s_B$. Raising both pressures by the same factor shortens the filling time but leaves $\sigma$ unchanged. At equal pressure and reaction probability, the lighter gas has the larger rate because it strikes the surface more often.

\section{A numerical case}

Take titanium tetrachloride as P and hydrogen chloride as B on a hydroxylated oxide at 500 K. The model inputs are $p_P=0.100$ Torr, $p_B=0.020$ Torr, $s_P=0.002$, $s_B=0.001$ and $N_s=2.00\ \mathrm{nm^{-2}}$. The molecular masses are 189.67 u and 36.46 u. The fluxes are $1.141\times10^5$ and $5.203\times10^4\ \mathrm{nm^{-2}\,s^{-1}}$, so
\begin{align}
r_P&=\frac{0.002\times1.141\times10^5}{2.00}\ \mathrm{s^{-1}}
=114.1\ \mathrm{s^{-1}},\\
r_B&=\frac{0.001\times5.203\times10^4}{2.00}\ \mathrm{s^{-1}}
=26.0\ \mathrm{s^{-1}},\\
\sigma&=\frac{114.07}{114.07+26.02}=0.814.
\end{align}
The precursor supplies 0.833 of the combined pressure but only 0.687 of the combined flux, since its molecules are heavy and slow. Its larger reaction probability brings the rate share back up to 0.814. The similarity of the first and last numbers is an accident of these inputs.

The filling time is $1/K=7.14$ ms, and 99\% of the sites are filled after $\ln(100)/K=32.9$ ms. At 5 ms the coverages are $\theta_P=0.410$ and $\theta_B=0.094$; at 20 ms they are 0.765 and 0.174; at 100 ms they are 0.814 and 0.186. The occupied share is 0.814 each time. The final precursor density is $0.814\times2.00=1.63\ \mathrm{nm^{-2}}$.

Equation (\ref{eq:ratio}) also tells how clean the gas must be. A final coverage of 0.95 requires $r_B/r_P=1/0.95-1=0.0526$. With all other inputs held fixed, $r_B$ is proportional to $p_B$, so
\begin{equation}
p_B=0.020\ \mathrm{Torr}\times\frac{114.07}{26.02}\times0.0526
=0.0046\ \mathrm{Torr}.
\end{equation}
This limit holds within the basic model. The departures treated below can make the requirement stricter or looser.

\section{First generalization: a common factor}

Suppose that crowding or a changing gas supply multiplies both adsorption rates by the same factor. Replace $v$ by a common availability $f\ge0$, which may depend on both coverages and on time:
\begin{equation}
\frac{d\theta_P}{dt}=r_Pf,\qquad \frac{d\theta_B}{dt}=r_Bf.
\end{equation}
Adding the two equations gives $d\Theta/dt=Kf$. Therefore
\begin{equation}
\frac{d\theta_P}{dt}=\frac{r_P}{K}\,\frac{d\Theta}{dt}
=\sigma\frac{d\Theta}{dt}.
\end{equation}
Integration from initial coverages $\theta_{P0}$ and $\theta_{B0}$ yields
\begin{equation}
\theta_P-\theta_{P0}=\sigma\left(\Theta-\theta_{P0}-\theta_{B0}\right).
\label{eq:general}
\end{equation}
The function $f$ has disappeared. It governs the speed of filling and the point where filling stops, but not the division of newly filled sites.

Three cases follow. If the surface starts partly covered and fills completely, $\Theta=1$. With $\theta_{P0}=0.10$ and $\theta_{B0}=0.25$, the final precursor coverage is $0.10+0.814\times0.65=0.629$. If an empty surface stops filling at $\Theta=0.8$, as for $f=v(v-0.2)$, the result is $0.8\times0.814=0.651$; the share of occupied sites survives, while the coverage itself no longer equals $\sigma$. Finally, if both pressures rise together as $1-e^{-t/\tau}$ with $\tau=10$ ms, the final coverage remains 0.814. Setting $f=v$ and starting empty recovers the basic result.

\section{Second generalization: unequal site requirements}

The factor is no longer common if P needs two neighbouring free sites while B needs one. In a mean-field description, which ignores correlations between neighbours, the probability of finding a free pair is $v^2$. Let $r_P$ now denote the fraction of sites consumed by P per unit time on a bare surface. Then
\begin{equation}
\frac{d\theta_P}{dt}=r_Pv^2,\qquad
\frac{d\theta_B}{dt}=r_Bv,\qquad
\frac{dv}{dt}=-r_Pv^2-r_Bv.
\end{equation}
Dividing the first equation by the third removes time:
\begin{equation}
\frac{d\theta_P}{dv}=-\frac{r_Pv}{r_Pv+r_B}.
\end{equation}
As the surface fills, $v$ runs from 1 to 0. Reversing the integration limits absorbs the minus sign:
\begin{align}
\theta_P(\infty)&=\int_0^1\frac{r_Pv}{r_Pv+r_B}\,dv
=\int_0^1\left(1-\frac{r_B}{r_Pv+r_B}\right)dv\\
&=1-\frac{r_B}{r_P}\ln\left(1+\frac{r_P}{r_B}\right).
\end{align}
The integrand equals $\sigma$ at $v=1$ and is smaller for $v<1$, so the final coverage lies below $\sigma$. Free pairs become scarce faster than free single sites, and B gains the advantage as the surface fills.

For $x=r_P/r_B\ll1$, the expansion $\ln(1+x)\simeq x-x^2/2$ gives $\theta_P(\infty)\simeq x/2$, half the single-site value $\sigma\simeq x$. For $x\to\infty$ the coverage tends to 1 in this mean-field model, which ignores isolated empty sites that no pair could fill.

With the numerical rates kept at 114.07 and 26.02 $\mathrm{s^{-1}}$, the site coverage falls from 0.814 to 0.616. Each precursor molecule now occupies two sites, so its density is $0.616\times2.00/2=0.616\ \mathrm{nm^{-2}}$. Keeping $r_P$ fixed as a rate of site consumption halves the number of molecules adsorbing per unit time, as if $s_P$ were 0.001. If $s_P$ is kept at 0.002 instead, $r_P$ doubles to $228\ \mathrm{s^{-1}}$, and the same formula gives a site coverage of 0.740 and a density of $0.740\ \mathrm{nm^{-2}}$.

\section{Third generalization: the by-product arrives first}

Return to single sites, but let the precursor pressure rise as $1-e^{-t/\tau}$ while B has its full pressure from the start. The free fraction obeys
\begin{equation}
\frac{dv}{dt}=-\left[r_B+r_P(1-e^{-t/\tau})\right]v.
\end{equation}
Since $\int_0^t(1-e^{-t'/\tau})dt'=t-\tau(1-e^{-t/\tau})$, the solution is
\begin{equation}
v=\exp\left\{-Kt+r_P\tau(1-e^{-t/\tau})\right\}.
\end{equation}
All sites are eventually filled, so $\theta_P(\infty)=1-\int_0^\infty r_Bv\,dt$. For a short delay, $K\tau\ll1$, expand the part of the exponential containing $\tau$ to first order:
\begin{align}
\theta_B(\infty)&\simeq r_B\int_0^\infty e^{-Kt}
\left[1+r_P\tau(1-e^{-t/\tau})\right]dt\\
&\simeq\frac{r_B}{K}(1+r_P\tau).
\end{align}
The second line drops the integral of $e^{-Kt-t/\tau}$, which is $\tau/(1+K\tau)$ and contributes only at order $\tau^2$. Hence
\begin{equation}
\theta_P(\infty)\simeq\sigma-(1-\sigma)r_P\tau.
\end{equation}
The limit $\tau\to0$ restores $\sigma$.

For $\tau=1$ ms the estimate is $0.814-0.186\times0.114=0.793$; integration of the full expression gives 0.795. For $\tau=10$ ms the delay exceeds the filling time, the expansion no longer applies, and the full result is 0.687. Thus a delay that is short beside a 100 ms pulse can still matter. It must be compared with the filling time, because that is when the sites are allocated.

\section{Fourth generalization: slow desorption}

Now restore constant pressures and let B desorb at rate $k_d$, while P remains bound:
\begin{align}
\frac{dv}{dt}&=-Kv+k_d\theta_B,\\
\frac{d\theta_B}{dt}&=r_Bv-k_d\theta_B,\qquad
\frac{d\theta_P}{dt}=r_Pv.
\end{align}
Insert solutions proportional to $e^{-\lambda t}$ into the equations for $v$ and $\theta_B$. A nonzero solution requires
\begin{equation}
(K-\lambda)(k_d-\lambda)-r_Bk_d=0.
\end{equation}
Because $Kk_d-r_Bk_d=r_Pk_d$, this is
\begin{equation}
\lambda^2-(K+k_d)\lambda+r_Pk_d=0.
\end{equation}
For $k_d\ll K$ one root is close to $K$, the initial filling. For the small root, $\lambda^2$ and $k_d\lambda$ are negligible beside $K\lambda$, giving $\lambda\simeq r_Pk_d/K=\sigma k_d$. The factor $\sigma$ has a direct meaning: a vacated site is refilled by P with probability $\sigma$ and otherwise returns to B.

After the initial filling, $\theta_B\simeq1-\sigma$. It then decays at the slow rate, and $v$ is negligible, so to leading order in $k_d/K$
\begin{equation}
\theta_P\simeq1-(1-\sigma)e^{-\sigma k_dt}\qquad(t\gg1/K).
\end{equation}
Any nonzero $k_d$ therefore changes the ultimate limit from $\sigma$ to 1. The irreversible result describes a plateau. At early times $\theta_P-\sigma\simeq\sigma(1-\sigma)k_dt$, a relative drift of $(1-\sigma)k_dt$ in $\theta_P$ and $\sigma k_dt$ in $\theta_B$, so both coverages stay near their plateau values for $1/K\ll t\ll1/k_d$. For small $\sigma$ this window is much shorter than the replacement time $1/(\sigma k_d)$. If $k_d\to0$, the plateau extends without limit.

For an assumed desorption barrier of 1.4 eV and prefactor $10^{13}\ \mathrm{s^{-1}}$, $k_d=0.077\ \mathrm{s^{-1}}$ and the replacement time $1/(\sigma k_d)$ is 16 s. The precursor coverage is 0.815 after 0.1 s, 0.901 after 10 s and 0.996 after 60 s. The plateau is a good description of the pulse, but not of a minute's exposure. The barrier matters strongly: 1.3 eV gives a replacement time of 1.6 s, and 1.5 eV gives about 160 s.

\section{Fifth generalization: the surface changes the gas}

Each adsorbed precursor molecule may release one molecule of B. Above a surface of area $A$ in a closed, well-mixed volume $V$, the ideal-gas law gives
\begin{equation}
p_P=p_{P0}-c\,\theta_P,\qquad
p_B=p_{B0}+c(\theta_P-\theta_B),\qquad
c=\frac{k_BTN_sA}{V}.
\end{equation}
The last term in $p_B$ accounts for B removed by adsorption. To first order in $c$, use the unperturbed coverages $\theta_P=\sigma\Theta$ and $\theta_B=(1-\sigma)\Theta$ on the right. The relative changes of the rates are then
\begin{equation}
\frac{\delta r_P}{r_P}=-\frac{c\sigma\Theta}{p_{P0}},\qquad
\frac{\delta r_B}{r_B}=\frac{c(2\sigma-1)\Theta}{p_{B0}}.
\end{equation}
Differentiating $\sigma=r_P/(r_P+r_B)$ gives $\delta\sigma=\sigma(1-\sigma)(\delta r_P/r_P-\delta r_B/r_B)$. The change in final coverage is $\int_0^1\delta\sigma\,d\Theta$, and $\int_0^1\Theta\,d\Theta=1/2$, so
\begin{equation}
\Delta\theta_P\simeq-\frac{c}{2}\sigma(1-\sigma)
\left[\frac{\sigma}{p_{P0}}+\frac{2\sigma-1}{p_{B0}}\right].
\end{equation}
A large gas volume makes $c$ small and restores the constant-pressure result. For $\sigma<1/2$ the second term changes sign, because the surface then consumes more B than it releases.

For a flat wafer of area 707 $\mathrm{cm^2}$ below 1.0 L of gas, $c=0.0073$ Torr and the estimated shift is $-0.022$. In a stirred reactor, fresh gas also drives each pressure back towards its feed value with a residence time of 50 ms. Numerical solution, with both gases already at their feed pressures when adsorption begins, then gives a final coverage of 0.796. With ten times the surface area and the same gas supply, it gives 0.671: the precursor pressure dips to 0.065 Torr and the by-product pressure peaks at 0.038 Torr. Here $c$ exceeds $p_{B0}$, so the first-order formula is outside its range.

\section{The model beside a real process}

The example is patterned on titanium dioxide growth from titanium tetrachloride and water, in which the chloride reacts with surface hydroxyl groups and releases hydrogen chloride. The temperature, precursor pressure, pulse length and site density are rough values for this kind of process. The reaction probabilities, the by-product pressure and the desorption barrier are less certain and serve as illustrative inputs. A steady by-product pressure from the first instant is itself an idealization, since much of this gas is made by the reaction. A chloride molecule may also react with two hydroxyl groups, which breaks the single-site assumption. Each taken alone, two-site binding lowers the site coverage from 0.81 to 0.62 at fixed $r_P$ or to 0.74 at fixed $s_P$, the tenfold area gives 0.67 and the 10 ms precursor delay 0.69. The order of these effects depends on the inputs chosen: a precursor rise time of 50 ms, equal to the residence time used above, gives 0.51. Their combined effect is not computed here. Diffusion gradients in the gas are left out, as are reactions of hydrogen chloride with hydroxyl groups that release water. The value 0.81 is therefore a result of the stated model, not a prediction for a particular reactor. The numerical output lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 500 K
Precursor pressure: 0.100 Torr
By-product pressure: 0.020 Torr
Molecular mass, precursor: 189.67 u
Molecular mass, by-product: 36.46 u
Reaction probability, precursor: 0.0020
Reaction probability, by-product: 0.0010
Site density: 2.00 nm^-2
Flux, precursor: 1.141e+05 nm^-2 s^-1
Flux, by-product: 5.203e+04 nm^-2 s^-1
Rate r_P: 114.07 s^-1
Rate r_B: 26.02 s^-1
Total rate K: 140.09 s^-1
Filling time 1/K: 7.138 ms
Time to fill 99 % of sites: 32.87 ms
Precursor share of pressure: 0.8333
Precursor share of flux: 0.6867
Precursor share of adsorption rate: 0.8143
t = 2 ms: theta_P 0.1990, theta_B 0.0454, occupied share 0.8143
t = 5 ms: theta_P 0.4101, theta_B 0.0935, occupied share 0.8143
t = 10 ms: theta_P 0.6136, theta_B 0.1400, occupied share 0.8143
t = 20 ms: theta_P 0.7648, theta_B 0.1745, occupied share 0.8143
t = 100 ms: theta_P 0.8143, theta_B 0.1857, occupied share 0.8143
Final precursor density: 1.629 nm^-2
Final theta_P, both pressures x10: 0.8143
By-product limit for theta_P = 0.95: 0.00462 Torr
Final theta_P, start (0.10, 0.25): 0.6293
Final theta_P, filling stops at 0.8: 0.6514
Final theta_P, common 10 ms ramp: 0.8143
Final theta_P, two-site precursor: 0.6160
Final theta_P, precursor rise time 1 ms: 0.7947
Final theta_P, precursor rise time 10 ms: 0.6868
Desorption rate (1.4 eV, 1e13 s^-1): 0.0774 s^-1
Replacement time at 1.3 eV: 1.56 s
Replacement time at 1.4 eV: 15.9 s
Replacement time at 1.5 eV: 162 s
theta_P with 1.4 eV desorption at 0.1 s: 0.8153
theta_P with 1.4 eV desorption at 10 s: 0.9010
theta_P with 1.4 eV desorption at 60 s: 0.9958
Wafer area: 706.9 cm^2
Gas volume: 1.0 L; residence: 50 ms
Reactor, flat wafer: final theta_P 0.7958
  lowest precursor pressure 0.0958 Torr
  highest by-product pressure 0.0231 Torr
Reactor, 10x area: final theta_P 0.6710
  lowest precursor pressure 0.0651 Torr
  highest by-product pressure 0.0382 Torr
\end{verbatim}
